# Strain at fixed plane-wave coefficients and the ultrasoft constraint stress

A crystal is described with ultrasoft pseudopotentials in a plane-wave basis. Its occupied states obey a generalized eigenvalue problem,

$$H|\psi_n\rangle=e_nS|\psi_n\rangle,\qquad \langle\psi_m|S|\psi_n\rangle=\delta_{mn},\qquad S=1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j| .$$

The projectors $\beta_i(\mathbf r)$ are localized on an atom at $\boldsymbol\tau$, and $q_{ij}=\int Q_{ij}(\mathbf r)\,d^3r$ is the charge of the augmentation function $Q_{ij}$. The matrix $q_{ij}$ is taken real and symmetric, and $S$ positive definite. For several atoms, $i$ also labels the atom. Hartree atomic units are used. Eigenvalues are written $e_n$, because $\varepsilon_{ab}$ denotes the strain.

The energy, in a mean-field theory with a density functional $F$, is

$$E=\sum_n f_n\langle\psi_n|T|\psi_n\rangle+\sum_{ij}D^0_{ij}\rho_{ij}+F[\rho],\qquad \rho_{ij}=\sum_nf_n\langle\psi_n|\beta_i\rangle\langle\beta_j|\psi_n\rangle,$$

$$\rho(\mathbf r)=\sum_nf_n|\psi_n(\mathbf r)|^2+\sum_{ij}Q_{ij}(\mathbf r-\boldsymbol\tau)\rho_{ij}.$$

Here $T$ is the kinetic energy operator, $f_n$ are occupations, and $F$ holds the local ionic, Hartree and exchange-correlation energies. The ion–ion energy does not contain the orbitals and can be added separately.

A homogeneous strain moves each lattice point and atom by $\mathbf r\to(1+\varepsilon)\mathbf r$. The stress is $\sigma_{ab}=\Omega^{-1}dE/d\varepsilon_{ab}$, positive under tension, with $\Omega$ the cell volume. The problem is to find what the orthonormality condition contributes to it.

### (a) What does strain at fixed coefficients do to the orbitals?

*Write $\psi_n(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf G}c_n(\mathbf G)e^{i\mathbf K\cdot\mathbf r}$ with $\mathbf K=\mathbf k+\mathbf G$. Keep the coefficients, the integer labels of $\mathbf G$ and the fractional coordinates of $\mathbf k$ fixed. Find the changes of $\mathbf K$, $\Omega$ and $\langle\psi_m|\psi_n\rangle$.*

**Solution.** Let the columns of the matrix $h$ be the lattice vectors. The columns of $B=2\pi h^{-T}$ are then the reciprocal vectors, because $B^Th=2\pi$. Strain replaces $h$ by $(1+\varepsilon)h$, hence $B$ by $(1+\varepsilon)^{-T}B$. Since $\mathbf K$ has fixed components along the columns of $B$,

$$\mathbf K'=(1+\varepsilon)^{-T}\mathbf K=\mathbf K-\varepsilon^T\mathbf K+O(\varepsilon^2).$$

In components, $K'_c=K_c-\sum_d\varepsilon_{dc}K_d$. With $\partial_{ab}$ for the derivative with respect to $\varepsilon_{ab}$ at zero strain and fixed coefficients,

$$\partial_{ab}K_c=-\delta_{cb}K_a,\qquad \partial_{ab}\Omega=\Omega\,\delta_{ab}.$$

The second relation follows from $\Omega'=\Omega\det(1+\varepsilon)$ and $\det(1+\varepsilon)=1+\mathrm{Tr}\,\varepsilon+O(\varepsilon^2)$. All nine components are treated as independent.

At corresponding points, $\mathbf r'=(1+\varepsilon)\mathbf r$, the phase is unchanged:

$$\mathbf K'\cdot\mathbf r'=\mathbf K^T(1+\varepsilon)^{-1}(1+\varepsilon)\mathbf r=\mathbf K\cdot\mathbf r .$$

Only the normalization factor of the plane waves changes, so

$$\psi_{n,\varepsilon}(\mathbf r')=\det(1+\varepsilon)^{-1/2}\,\psi_n(\mathbf r).$$

Fixed coefficients therefore mean that the orbital is stretched with the lattice. In the overlap, $d^3r'=\det(1+\varepsilon)\,d^3r$ cancels the two prefactors:

$$\int_{\Omega'}\psi^*_{m,\varepsilon}\psi_{n,\varepsilon}\,d^3r'=\int_\Omega\psi_m^*\psi_n\,d^3r=\sum_{\mathbf G}c_m^*(\mathbf G)c_n(\mathbf G).$$

The plain overlap is invariant at finite strain too. It is not $\delta_{mn}$, however, since the ultrasoft orbitals are orthonormal with respect to $S$.

### (b) How do the projectors respond?

*The function $\beta_i(\mathbf r)$ belongs to the atom and is not deformed. Find $\partial_{ab}\beta_i(\mathbf K)$, first in general and then for normalized Gaussian $s$ and $p$ projectors of width $w$.*

**Solution.** The component of the projector on a normalized plane wave is

$$\beta_i(\mathbf K)=\Omega^{-1/2}\int\beta_i(\mathbf r-\boldsymbol\tau)e^{-i\mathbf K\cdot\mathbf r}d^3r=\Omega^{-1/2}e^{-i\mathbf K\cdot\boldsymbol\tau}\,b_i(\mathbf K),$$

where $b_i(\mathbf K)=\int\beta_i(\mathbf r)e^{-i\mathbf K\cdot\mathbf r}d^3r$. The phase is invariant by part (a), because the atom moves with the lattice. The prefactor contributes $\partial_{ab}\Omega^{-1/2}=-\tfrac12\delta_{ab}\Omega^{-1/2}$. As a function of its argument $b_i$ is fixed, but the argument moves:

$$\partial_{ab}b_i=\sum_c\frac{\partial b_i}{\partial K_c}(-\delta_{cb}K_a)=-K_a\frac{\partial b_i}{\partial K_b}.$$

Together,

$$\partial_{ab}\beta_i(\mathbf K)=-\tfrac12\delta_{ab}\beta_i(\mathbf K)-\Omega^{-1/2}e^{-i\mathbf K\cdot\boldsymbol\tau}K_a\frac{\partial b_i}{\partial K_b}.$$

Had the projector been stretched like the orbital, with the same factor $\det(1+\varepsilon)^{-1/2}$, the argument of part (a) would have made $\langle\beta_i|\psi_n\rangle$ invariant. The change comes from a rigid projector probing a stretched orbital.

For the $s$ projector $\pi^{-3/4}w^{-3/2}e^{-r^2/2w^2}$, the Gaussian integral gives

$$b_s=g(K)=(4\pi)^{3/4}w^{3/2}e^{-w^2K^2/2},\qquad \frac{\partial g}{\partial K_b}=-w^2K_bg,$$

and hence

$$\partial_{ab}\beta_s=\left(w^2K_aK_b-\tfrac12\delta_{ab}\right)\beta_s.$$

A stretch along $a$ thus reduces components with $K_a^2<1/(2w^2)$, where dilution of the orbital wins. It enlarges those with greater $K_a^2$, for which the growth of $g$ as $|K_a|$ shrinks, at the relative rate $w^2K_a^2$, outweighs the dilution.

The $p$ projectors are $\sqrt2\,(r_m/w)$ times the $s$ Gaussian. A factor $r_m$ becomes $i\,\partial/\partial K_m$ in the transform, so $b_m=(\sqrt2/w)\,i\,(-w^2K_m)g=-i\sqrt2\,wK_mg$. The product rule gives $\partial b_m/\partial K_b=-i\sqrt2\,w(\delta_{mb}-w^2K_mK_b)g$, and therefore

$$\partial_{ab}\beta_m=\left(w^2K_aK_b-\tfrac12\delta_{ab}\right)\beta_m+i\sqrt2\,w\,\delta_{mb}K_a\,\Omega^{-1/2}e^{-i\mathbf K\cdot\boldsymbol\tau}g .$$

### (c) How does $S$ change, and what happens to the electron number?

**Solution.** The function $Q_{ij}(\mathbf r)$ is atomic data, as rigid as the projectors, so its integral $q_{ij}$ is a fixed number. The unit operator is represented by $\delta_{\mathbf G\mathbf G'}$, which is also fixed. What remains is

$$\partial_{ab}S=\sum_{ij}q_{ij}\Big(|\partial_{ab}\beta_i\rangle\langle\beta_j|+|\beta_i\rangle\langle\partial_{ab}\beta_j|\Big).$$

These are matrices in the space of coefficients. The expectation value in band $n$ is

$$s_n^{ab}\equiv\langle c_n|\partial_{ab}S|c_n\rangle=\sum_{ij}q_{ij}\,\partial_{ab}\big(\langle\psi_n|\beta_i\rangle\langle\beta_j|\psi_n\rangle\big)=2\,\mathrm{Re}\sum_{ij}q_{ij}\langle\psi_n|\beta_i\rangle\langle\partial_{ab}\beta_j|\psi_n\rangle .$$

The last form holds because $q_{ij}$ is real and symmetric, which makes the two terms complex conjugates.

Integrating the density over the cell gives $N=\sum_nf_n\langle c_n|S|c_n\rangle$. At fixed coefficients the electron number therefore drifts:

$$\partial_{ab}N=\sum_nf_ns_n^{ab}.$$

The strained orbitals with old coefficients are not an admissible state of the crystal. For a norm-conserving pseudopotential, $q_{ij}=0$, the drift vanishes and the old coefficients stay orthonormal.

### (d) What does restoring orthonormality contribute to the stress?

*Assume self-consistent orbitals, equally filled bands at each $\mathbf k$ separated by a gap from the empty ones, and a fixed set of integer labels. Find $dE/d\varepsilon_{ab}$ without calculating the full orbital response.*

**Solution.** First vary the coefficients at fixed strain. With $V=\delta F/\delta\rho$, the energy changes by

$$\delta E=\sum_nf_n\,\delta\langle\psi_n|T|\psi_n\rangle+\sum_{ij}D^0_{ij}\delta\rho_{ij}+\int V\delta\rho\,d^3r .$$

Inserting $\delta\rho=\sum_nf_n\delta|\psi_n|^2+\sum_{ij}Q_{ij}\delta\rho_{ij}$ collects the factors of $\delta\rho_{ij}$ into screened strengths:

$$D_{ij}=D^0_{ij}+\int V(\mathbf r)Q_{ij}(\mathbf r-\boldsymbol\tau)\,d^3r,\qquad H=T+V+\sum_{ij}D_{ij}|\beta_i\rangle\langle\beta_j| .$$

Thus $\delta E=\sum_nf_n\,2\,\mathrm{Re}\langle\delta c_n|H|c_n\rangle$.

Now let strain change the coefficients at the rate $\dot c_n=dc_n/d\varepsilon_{ab}$. The total derivative has an explicit part and a response part:

$$\frac{dE}{d\varepsilon_{ab}}=\partial_{ab}E+\sum_nf_n\,2\,\mathrm{Re}\langle\dot c_n|H|c_n\rangle .$$

The eigenvalue equation replaces $H|c_n\rangle$ by $e_nS|c_n\rangle$, and $e_n$ is real because $H$ and $S$ are Hermitian and $S$ is positive. The response part becomes $\sum_nf_ne_n\,2\,\mathrm{Re}\langle\dot c_n|S|c_n\rangle$. This quantity is fixed by the condition $\langle c_n|S|c_n\rangle=1$, which must hold at every strain. Differentiating it gives

$$2\,\mathrm{Re}\langle\dot c_n|S|c_n\rangle+s_n^{ab}=0 .$$

Therefore

$$\frac{dE}{d\varepsilon_{ab}}=\partial_{ab}E-\sum_nf_ne_ns_n^{ab},$$

and the constraint stress is

$$\sigma^{c}_{ab}=-\frac1\Omega\sum_nf_ne_n\sum_{ij}q_{ij}\,\partial_{ab}\big(\langle\psi_n|\beta_i\rangle\langle\beta_j|\psi_n\rangle\big).$$

Each band enters with the weight $-f_ne_nq_{ij}$. The rest of the response, including rotations of the orbitals into empty states, costs no energy to first order.

The assumptions enter as follows. The gap keeps the occupied space a smooth function of strain. Equal filling lets one choose a smooth orthonormal basis in that space even if levels inside it are degenerate. Self-consistency is needed to replace $H|c_n\rangle$ by $e_nS|c_n\rangle$. Finally, the derivative belongs to a fixed set of labels. At a fixed kinetic-energy cutoff, plane waves enter or leave the basis as $\mathbf K$ moves, and an incomplete basis then gives a different energy curve.

### (e) Does the constraint stress have a meaning of its own?

*Combine it with the explicit projector terms, and then add a strain-independent constant $v_0$ to the potential.*

**Solution.** At fixed coefficients the energy changes partly because $\rho_{ij}$ changes. By the grouping in part (d), $\partial E/\partial\rho_{ij}=D_{ij}$. Hence

$$\partial_{ab}E=\partial_{ab}E\big|_{\rho_{ij}}+\sum_{ij}D_{ij}\,\partial_{ab}\rho_{ij}.$$

The first term contains the kinetic energy and the explicit strain dependence of $F$, including that of rigid augmentation charges in a deformed cell. Adding the constraint gives

$$\frac{dE}{d\varepsilon_{ab}}=\partial_{ab}E\big|_{\rho_{ij}}+\sum_nf_n\sum_{ij}(D_{ij}-e_nq_{ij})\,\partial_{ab}\big(\langle\psi_n|\beta_i\rangle\langle\beta_j|\psi_n\rangle\big).$$

The constant changes $D_{ij}$ to $D_{ij}+v_0q_{ij}$, because $\int Q_{ij}d^3r=q_{ij}$. The Hamiltonian becomes

$$H+v_0+v_0\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j|=H+v_0S,$$

so the orbitals stay the same and each $e_n$ rises by $v_0$. The difference $D_{ij}-e_nq_{ij}$ is unchanged. The remaining term is unchanged too: the added energy is $v_0N=v_0\big(\sum_nf_n\langle c_n|c_n\rangle+\sum_{ij}q_{ij}\rho_{ij}\big)$, which is constant when both $c_n$ and $\rho_{ij}$ are held fixed.

The constraint stress alone does change, by $-(v_0/\Omega)\sum_nf_ns_n^{ab}$. Its size and even its sign depend on the energy zero. The total stress does not.

### (f) Is the constraint stress symmetric?

**Solution.** It is, if $S$ is rotationally invariant: $q_{ij}$ then connects projectors of equal angular momentum and is the same for each magnetic component. An antisymmetric infinitesimal strain $\omega$ is a rotation of all vectors $\mathbf K$ and atomic positions together. It leaves $\Omega$, the phases and the rotationally invariant sum over projectors unchanged, so $\sum_{ab}\omega_{ab}\partial_{ab}S=0$ for every antisymmetric $\omega$. This requires $\partial_{ab}S=\partial_{ba}S$.

The $p$ shell shows how the separate terms combine. Summed over $m$, its contribution to the matrix element of $S$ between two plane waves $\mathbf K$ and $\mathbf K'$ (here $\mathbf K'$ is a second wavevector of the basis, not the strained vector of part (a)) contains $\mathbf K\cdot\mathbf K'$, for which

$$\partial_{ab}(\mathbf K\cdot\mathbf K')=-K_aK'_b-K_bK'_a .$$

This is symmetric, although the derivative of a single $p$ projector is not.

### (g) How large is the effect in a model crystal?

*Take the lattice vectors $(7,0,0)$, $(0.5,7,0)$ and $(0,0.5,7.5)$ bohr, with $\Omega=367.5$ bohr³. One ion of charge 8, smeared by a Gaussian of width 0.8 bohr, sits at the fractional position $(0.1,0.2,0.3)$. Eight electrons fill four bands at the single point with fractional coordinates $(\tfrac14,\tfrac14,\tfrac14)$. Find the constraint part of $dE/d\varepsilon_{xx}$ and its effect on the stress.*

The projectors are the Gaussians of part (b): two $s$ functions with $w=0.7$ and $1.1$ bohr, and one $p$ triplet with $w=0.9$ bohr. The nonzero parameters are

$$q^{s}=\begin{pmatrix}0.3&0.1\\0.1&0.2\end{pmatrix},\quad q^{p}=0.3,\qquad D^{0,s}=\begin{pmatrix}0.2&-0.1\\-0.1&0.3\end{pmatrix}\text{Ha},\quad D^{0,p}=-0.4\ \text{Ha}.$$

The augmentation functions are $q_{ij}$ times a normalized spherical Gaussian, $\propto e^{-r^2/2}$ with $r$ in bohr. $F$ contains the ionic potential, the Hartree energy and local-density exchange. The $\mathbf G=0$ Coulomb terms and the ion–ion energy are omitted, so the stress below belongs to this model electronic energy and is not that of a complete crystal.

**Solution.** The equations were solved self-consistently by matrix diagonalization with 143 plane waves, selected by a cutoff of 4 Ha in the unstrained cell. The gap at this $\mathbf k$ is 0.499 Ha. The formulas of parts (b) and (c) then give, for an $xx$ strain with $f_n=2$:

| band | $e_n$ (Ha) | $s_n^{xx}$ | $-f_ne_ns_n^{xx}$ (Ha) |
|---|---|---|---|
| 1 | −0.6845 | −0.0782 | −0.1071 |
| 2 | −0.4184 | −0.0800 | −0.0670 |
| 3 | −0.4181 | −0.0500 | −0.0418 |
| 4 | −0.4128 | −0.1212 | −0.1001 |

Entries and sums are rounded from unrounded values, so last digits may differ by one or so. For band 1 the arithmetic is $-2(-0.6845)(-0.0782)=-0.1071$ Ha. The last column adds to $-0.3159$ Ha. The electron number drifts by $2\sum_ns_n^{xx}=-0.659$ per unit strain, so a 1% stretch at fixed coefficients loses about 0.0066 electrons to first order.

The other terms follow from five-point finite differences of the energy functional with the coefficients frozen. With $\rho_{ij}$ frozen as well, the derivative is $-3.7827$ Ha. The projector term $\sum_{ij}D_{ij}\partial_{xx}\rho_{ij}$, evaluated from its formula, is $1.3142$ Ha. Thus

$$\partial_{xx}E=-3.7827+1.3142=-2.4685\ \text{Ha},$$

$$\frac{dE}{d\varepsilon_{xx}}=-2.4685-0.3159=-2.7844\ \text{Ha}.$$

The same derivative can be obtained without the constraint formula, by solving the strained crystals anew and differencing their energies. This gives $-2.7844$ Ha.

Division by $\Omega$ and the conversion $1\ \text{Ha/bohr}^3=29421$ GPa give

$$\sigma^c_{xx}=\frac{-0.3159}{367.5}\times29421\ \text{GPa}=-25.3\ \text{GPa},\qquad \sigma_{xx}=-222.9\ \text{GPa}.$$

Without the constraint one would find $-197.6$ GPa, too small in magnitude by 11% of the total. For the $xy$ shear component the constraint contributes $-0.4$ GPa to a total of $12.9$ GPa.

All these numbers belong to the fixed set of 143 plane waves, in which the formula of part (d) is exact but which is far from complete. Raising the cutoff to 12 Ha (730 plane waves) moves $\sigma_{xx}$ to about $-255$ GPa and $\sigma^c_{xx}$ to about $-22$ GPa, so that the constraint makes up about 9% of the total. The $xy$ total falls to about $9$ GPa and its constraint part to about $-0.03$ GPa. At 4 Ha the basis error in $\sigma_{xx}$, about 32 GPa, is thus larger than the constraint stress itself.

The constraint values also refer to the present energy zero. In the 4 Ha basis, adding $v_0=0.5$ Ha changes the $xx$ constraint term from $-0.3159$ to $-0.3159+0.5\times0.6589\approx0.014$ Ha, which reverses its sign. The projector term falls from $1.3142$ to $0.9847$ Ha. Their sum remains $0.998$ Ha, as part (e) requires, and $dE/d\varepsilon_{xx}$ remains $-2.7844$ Ha.
